# Dwell times of a two-state trap in random telegraph noise

## 1. From the switching rule to the dwell-time law

A transistor whose drain current jumps between two levels supplies a list of dwell times for each level. Someone who expects these times to cluster around their mean will think the list is faulty: it contains many short dwells, some several times longer than the mean, and a scatter as large as the mean itself. If the long dwells are removed as outliers, the mean falls and the switching rate deduced from it is too high. If a circuit simulation makes the trap switch after a fixed interval, it produces a periodic square wave instead of noise. Both errors come from treating the mean dwell time as a waiting time that the trap tries to keep. For a trap with two states and constant switching rates, a standard deviation equal to the mean is the expected behaviour.

### The trap and its two rates

Consider one trap near the interface between silicon and its oxide, in an n-channel transistor. The trap is either empty or filled by one electron. A filled trap is taken to lower the drain current, so the empty state gives the high level and the filled state the low level. For a trap that acts on the current in the opposite sense, the two labels are exchanged and nothing else changes.

The empty trap captures an electron with probability $k_c$ per unit time. The filled trap emits its electron with probability $k_e$ per unit time. Both rates have the unit 1/s. The model rests on four assumptions.

- The rates are constant during the record, which requires steady bias and temperature.
- The probability of leaving a state depends on the present state, and not on how long the trap has been there or on what it did before. This is the Markov property.
- Each current level corresponds to one trap state.
- Every switch is seen in the record.

The second assumption is a statement about the surroundings of the trap as well as about the trap. After a capture, the nearby atoms settle into new positions. A constant emission rate is a reasonable model if this settling is over in a time much shorter than the dwell. If the settling takes as long as the dwell, the emission rate can depend on the age of the state, and in that case the derivation below does not apply.

A *dwell time* is the time from the entry into a level to the next exit from it. The same argument serves both levels, so let $k$ stand for the exit rate of the level under study: $k=k_c$ for the high level and $k=k_e$ for the low level.

### Survival in one level

Start a clock when the trap enters the level. Let $S(t)$ be the probability that it has not yet left at time $t$. To be still there at $t+dt$, the trap must have survived to $t$ and must then not leave during the short interval $dt$. The Markov property says that the chance of leaving in that interval is $k\,dt$, whatever the value of $t$. Therefore

$$
S(t+dt)=S(t)\,(1-k\,dt)+o(dt).
$$

The symbol $o(dt)$ denotes a term that vanishes faster than $dt$. Leaving and returning within the same interval needs two switches, and its probability is of order $k_ck_e\,dt^2$. It belongs to this term and drops out of the limit.

Subtract $S(t)$ from both sides and divide by $dt$:

$$
\frac{S(t+dt)-S(t)}{dt}=-kS(t)+\frac{o(dt)}{dt}.
$$

As $dt\to0$ the last term vanishes, which leaves

$$
\frac{dS}{dt}=-kS .
$$

To solve this equation, multiply $S$ by $e^{kt}$ and differentiate the product:

$$
\frac{d}{dt}\left(e^{kt}S\right)=e^{kt}\left(kS+\frac{dS}{dt}\right)=0 .
$$

The product is constant. At $t=0$ the trap has just entered, so $S(0)=1$ and the constant is 1. Hence

$$
S(t)=e^{-kt}.
$$

The minus sign expresses loss: survival can fall but cannot recover, because a dwell ends at its first exit.

The same law follows from counting independent chances. Divide the time $t$ into $n$ equal steps. If the exit probability in each step is $kt/n$, the probability of surviving all the steps is $(1-kt/n)^n$. For large $n$ its logarithm is

$$
n\ln\left(1-\frac{kt}{n}\right)=-kt-\frac{(kt)^2}{2n}+\dots
$$

and the correction vanishes as $n\to\infty$. At finite $n$ the correction is negative, so the stepped survival lies slightly below the exponential.

For a numerical case take the round values $k_c=50$/s and $k_e=200$/s, which are used throughout. In the high level, $t=20$ ms gives $k_ct=1$. Multiplying the survival factors gives 0.3487 for 10 steps, 0.3660 for 100 steps and 0.3677 for 1000 steps. The limit is $e^{-1}=0.3679$.

### The distribution of the dwell times

Let $f(t)\,dt$ be the probability that the dwell ends between $t$ and $t+dt$. This is the survival lost in that interval:

$$
f(t)\,dt=S(t)-S(t+dt),
\qquad
f(t)=-\frac{dS}{dt}=k\,e^{-kt}.
$$

This is the exponential distribution. Its integral over all positive times is $S(0)-S(\infty)=1$, so every dwell ends eventually with probability 1.

The density is largest at $t=0$. This does not mean that a fresh state is less stable than an old one. The exit rate per surviving trap is

$$
\frac{f(t)}{S(t)}=\frac{k\,e^{-kt}}{e^{-kt}}=k
$$

at every age. Fewer dwells end at late times because fewer have survived to end then.

The absence of ageing can also be written as a conditional probability. Suppose that a dwell has already lasted a time $s$. The probability that it lasts a further time $t$ is

$$
\frac{S(s+t)}{S(s)}=\frac{e^{-k(s+t)}}{e^{-ks}}=e^{-kt}=S(t).
$$

The remaining time has the same distribution as a complete dwell. This has a practical consequence for a record that begins while the trap is already in some state. The time from the start of the record to the first switch follows the law of that state, although the true entry happened earlier and was not seen.

The Markov property also makes successive dwells independent. When the trap enters a level, the rule for leaving it contains nothing about the preceding dwell. A long time in the high level therefore gives no information about the next time in the low level.

### Mean and standard deviation

Angle brackets denote an average over the distribution. The mean dwell time is

$$
\langle t\rangle=\int_0^\infty t\,k e^{-kt}\,dt .
$$

Integrate by parts, using the fact that $k e^{-kt}$ is the derivative of $-e^{-kt}$:

$$
\langle t\rangle=\left[-t e^{-kt}\right]_0^\infty+\int_0^\infty e^{-kt}\,dt=0+\frac1k .
$$

The boundary term is zero at the lower end because of the factor $t$, and at the upper end because the exponential falls faster than $t$ grows. For the mean square, the same step gives

$$
\langle t^2\rangle=\left[-t^2e^{-kt}\right]_0^\infty+2\int_0^\infty t e^{-kt}\,dt .
$$

The boundary term again vanishes. The remaining integral is the one for the mean without its factor $k$, so it equals $\langle t\rangle/k=1/k^2$. Thus

$$
\langle t^2\rangle=\frac{2}{k^2}.
$$

The variance is the mean square minus the square of the mean:

$$
\sigma^2=\langle t^2\rangle-\langle t\rangle^2=\frac{2}{k^2}-\frac{1}{k^2}=\frac{1}{k^2}.
$$

The standard deviation is the positive root,

$$
\sigma=\frac1k=\langle t\rangle .
$$

The factor 2 in the mean square is what produces the equality. A trap that switched after a fixed time $1/k$ would have $\langle t^2\rangle=1/k^2$ and no scatter.

Now put in the two exit rates. With $\tau_H$ and $\tau_L$ for the mean dwell times in the high and low levels,

$$
\sigma_H=\tau_H=\frac1{k_c},\qquad \sigma_L=\tau_L=\frac1{k_e}.
$$

For the round values,

$$
\tau_H=\frac{1}{50/\text{s}}=20\ \text{ms},\qquad
\tau_L=\frac{1}{200/\text{s}}=5\ \text{ms},
$$

and the standard deviations are also 20 ms and 5 ms. The equality holds within each level. It does not make the two levels alike, and it should not be sought in a list where the dwells of both levels have been mixed.

The time in the high level measures *capture*, because capture ends it. The time in the low level measures *emission*. Exchanging these assignments exchanges the two rates.

### Dwell time and relaxation time

The return rate is absent from each dwell-time law. It enters when one asks a different question: what is the probability $p(t)$ that the trap is filled at time $t$, however many switches have occurred before? Empty traps gain electrons at rate $k_c$ and filled traps lose them at rate $k_e$, so

$$
\frac{dp}{dt}=k_c(1-p)-k_e p=k_c-(k_c+k_e)p .
$$

The right-hand side vanishes at the steady value

$$
p_\infty=\frac{k_c}{k_c+k_e}.
$$

Replace $k_c$ by $(k_c+k_e)p_\infty$ in the rate equation. Since $p_\infty$ is constant,

$$
\frac{d}{dt}(p-p_\infty)=-(k_c+k_e)(p-p_\infty).
$$

This has the same form as the survival equation, and its solution is

$$
p(t)=p_\infty+\left[p(0)-p_\infty\right]e^{-(k_c+k_e)t}.
$$

The relaxation time is $1/(k_c+k_e)$, which is shorter than either mean dwell time. In the example it is

$$
\frac{1}{(50+200)/\text{s}}=4\ \text{ms},
$$

compared with dwells of 20 ms and 5 ms. A decay time obtained from the relaxation of the average current is therefore not in general a dwell time. It approaches the shorter mean dwell only when one rate is much larger than the other.

The steady probability of the high level is

$$
1-p_\infty=\frac{k_e}{k_c+k_e}=\frac{200}{250}=0.80 .
$$

The dwell times give the same value. One cycle contains one dwell in each level, so in a long record the fraction of time spent high is

$$
\frac{\tau_H}{\tau_H+\tau_L}
=\frac{1/k_c}{1/k_c+1/k_e}
=\frac{k_e}{k_c+k_e},
$$

where numerator and denominator were multiplied by $k_ck_e$ in the last step. If the relaxation rate $K=k_c+k_e$ and the filled fraction $p_\infty$ are known, both exit rates follow: $k_c=Kp_\infty$ and $k_e=K(1-p_\infty)$.

### When the bias is not steady

If the bias changes during a dwell, the exit rate becomes a function $k(t)$ of the time since entry. The short-interval argument still holds at each moment and gives $dS/dt=-k(t)S$. Dividing by $S$ and integrating from 0 to $t$ gives

$$
S(t)=\exp\left[-\int_0^t k(u)\,du\right].
$$

This is a simple exponential when $k$ is constant. A rate that changes appreciably on a time scale comparable with the dwell gives in general another survival curve, and the moments above no longer follow. If the rate instead oscillates many times within a mean dwell, the integral stays close to $\bar k t$, with $\bar k$ the time-averaged rate, and the dwells are again nearly exponential with mean $1/\bar k$. Dwells collected during a bias ramp should therefore not be analysed with one constant rate.

## 2. Finite records and levels with hidden structure

The trap leaves the high current level by capture at rate $k_c$ and the low level by emission at rate $k_e$. For a level with constant exit rate $k$, the first half found the survival probability $S(t)=e^{-kt}$, the density $f(t)=ke^{-kt}$, and mean and standard deviation both equal to $1/k$. The remaining time of an unfinished dwell has the same distribution as a complete dwell. The numerical values remain $k_c=50$/s and $k_e=200$/s, with mean dwells $\tau_H=20$ ms and $\tau_L=5$ ms.

### Generating the noise

A simulation can draw each dwell directly. Let $u$ be a random number distributed uniformly between 0 and 1, and set

$$
t=-\frac{\ln u}{k}.
$$

The condition $t>T$ is the same as $u<e^{-kT}$, and this has probability $e^{-kT}$. The drawn times thus have the required survival law. The simulation alternates between $k=k_c$ and $k=k_e$, with a new $u$ for every dwell.

A simulation that advances in steps of length $\Delta$ can instead decide in each step whether the trap leaves. Let $q=k\Delta$ be the exit probability per step, with $q<1$, and let $n$ be the number of steps in the dwell. Survival beyond $m$ steps has probability $r^m$, where $r=1-q$. Since $n$ is the number of integers $m$ from 0 to $n-1$, its average is the sum of the survival probabilities:

$$
\langle n\rangle=\sum_{m=0}^\infty r^m=\frac1{1-r}=\frac1q .
$$

For the second moment, use $n^2=\sum_{m=0}^{n-1}(2m+1)$, the sum of the first $n$ odd numbers. Differentiating the geometric series with respect to $r$ and multiplying by $r$ gives $\sum_m m r^m=r/(1-r)^2$. Therefore

$$
\langle n^2\rangle=\sum_{m=0}^\infty(2m+1)r^m
=\frac{2(1-q)}{q^2}+\frac1q .
$$

The variance of $n$ is

$$
\frac{2(1-q)}{q^2}+\frac1q-\frac1{q^2}
=\frac{2-2q+q-1}{q^2}
=\frac{1-q}{q^2}.
$$

The step length cancels from the ratio of standard deviation to mean, which is

$$
\frac{\sigma}{\langle t\rangle}=\frac{\sqrt{1-q}/q}{1/q}=\sqrt{1-q}\approx1-\frac q2
\quad(q\ll1).
$$

For the high level, steps of 2, 0.2 and 0.02 ms give $q=0.1$, 0.01 and 0.001. The ratios are 0.9487, 0.9950 and 0.9995. The step must be short compared with the mean dwell in *both* levels, so the faster exit sets the limit.

### A simulated record

A record of 400 s was generated with steps of 0.02 ms, starting with the trap empty. One random number in each step decided whether the trap switched; no exponential distribution was supplied. The exit probabilities per step were

$$
50\times0.00002=0.001,\qquad
200\times0.00002=0.004
$$

for the high and low levels. A mean cycle lasts $20+5=25$ ms, so about $400/0.025=16000$ cycles are expected. The record contained 16078 completed dwells in the high level and 16077 in the low level.

In the high level the mean was 19.91 ms and the standard deviation 19.75 ms, with a ratio of 0.992. In the low level they were 4.97 ms and 4.94 ms, with a ratio of 0.994. The high level occupied 0.800 of the time covered by completed dwells, in agreement with the rate equation.

The shape of the distribution can be examined as well. The fraction of dwells longer than $1/k$ should be $e^{-1}=0.368$. It was 0.368 in the high level and 0.366 in the low level. Among the dwells that had lasted this long, the fraction lasting at least another $1/k$ should be the same if the trap does not age. It was 0.362 and 0.365.

A comparison at all times uses the cumulative distribution $F(t)=1-e^{-kt}$, the probability that a dwell is no longer than $t$. The largest difference between $F$ and the observed fraction was 0.0058 in the high level and 0.0049 in the low level. Half a step was subtracted from each dwell for this comparison, to place it at the middle of its time bin.

For scale, consider one fixed time. Each of $N$ independent dwells is counted or not counted, with probabilities $F$ and $1-F$. The observed fraction then has standard deviation $\sqrt{F(1-F)/N}$, which is at most $1/(2\sqrt N)=0.004$ here. The largest difference over all times may exceed the scatter at one time, and the observed gaps are of this size.

### How close to one should the ratio be?

The mean and standard deviation of a finite list fluctuate, so their ratio is not expected to be exactly 1. To find the size of the fluctuation, measure time in units of the mean: $x=kt$ and $y=x-1$. The density of $x$ is $e^{-x}$. Repeated integration by parts gives $\langle x^j\rangle=j!$ for a positive integer $j$, because each integration lowers the power by one and brings down that power as a factor. The averages of powers of $y$ are then

$$
\begin{aligned}
\langle y\rangle&=1-1=0,\\
\langle y^2\rangle&=2-2+1=1,\\
\langle y^3\rangle&=6-3(2)+3(1)-1=2,\\
\langle y^4\rangle&=24-4(6)+6(2)-4(1)+1=9.
\end{aligned}
$$

Let a bar denote the average over a list of $N$ dwells. The sample mean of $x$ is $1+\bar y$, and the sample variance is $\overline{y^2}-\bar y^2$ up to a relative correction of order $1/N$. For large $N$ both $\bar y$ and $\overline{y^2}-1$ are small. To first order in them, the sample standard deviation is

$$
\sqrt{1+(\overline{y^2}-1)}\approx1+\frac{\overline{y^2}-1}{2}.
$$

Division by $1+\bar y$ subtracts $\bar y$ at this order. The sample ratio $R$ is therefore

$$
R\approx1+\frac{\overline{y^2}-1}{2}-\bar y=1+\bar g,
\qquad g=\frac{y^2-1}{2}-y .
$$

The average of $g$ is zero. Its variance is

$$
\begin{aligned}
\langle g^2\rangle
&=\frac{\langle(y^2-1)^2\rangle}{4}-\langle y(y^2-1)\rangle+\langle y^2\rangle\\
&=\frac{9-2+1}{4}-(2-0)+1=1 .
\end{aligned}
$$

Since the dwells are independent, the variance of $\bar g$ is $1/N$. The standard error of the ratio is

$$
\delta R\approx\frac1{\sqrt N}
\qquad(N\gg1).
$$

For 10000 separate samples of 1000 exponential random times each, the observed scatter of the ratio was 0.0317, compared with $1/\sqrt{1000}=0.0316$. In the 400 s record, with about 16000 dwells per level, the standard error is 0.0079. The high-level ratio lies 0.0081 below 1 and the low-level ratio 0.0056 below 1. Both deviations are compatible with sampling scatter.

The relative standard error of the mean dwell is also $1/\sqrt N$, because one dwell has a standard deviation equal to its mean. A rate known to about 10% thus requires about 100 completed dwells in that level.

### Dwells cut off by the end of the record

A dwell in progress at the end of the record has no known total length. Discarding it matters little among thousands. In a short record it biases the list towards short times, because a long dwell is more likely to be cut off.

The unfinished time can be used without guessing its end. Suppose that $M$ exits from a level are seen during a total time $T$ spent in it, including the unfinished part. Each completed dwell contributes a factor $ke^{-kt}$ to the probability density of the record, and an unfinished dwell contributes its survival factor $e^{-kt}$. The product is

$$
L(k)=k^M e^{-kT}.
$$

Setting the derivative of $\ln L=M\ln k-kT$ to zero gives $M/k-T=0$, so the most likely rate is $k=M/T$. The second derivative, $-M/k^2$, is negative for $M>0$, so this is a maximum.

### Switches that are too short to see

Suppose that the measurement misses every low-level dwell shorter than a time $d$. By the memoryless property, each low dwell that remains in the list equals $d$ plus an exponential time. Its mean is $d+\tau_L$, but its standard deviation is still $\tau_L$, so the ratio falls below 1. Subtracting $d$ from the mean restores $\tau_L$ as long as no high dwell is missed. A real measurement also misses high dwells shorter than $d$; the low dwells on either side then merge, and the corrected mean is still too long. With the round values and $d=1$ ms it is about 5.3 ms instead of 5 ms.

The high level is affected differently. When a short low dwell is missed, the high dwells before and after it merge. A visit to the low level is seen with probability $e^{-k_ed}$, independently of the other visits. Let $d\ll\tau_H$, so that the missed low times add little to the merged dwell and few high dwells are themselves too short to see. The visible exits then occur at the reduced constant rate $k_ce^{-k_ed}$, and the apparent mean is

$$
\tau_H^{\text{app}}\approx\tau_H e^{k_ed}.
$$

In this approximation the merged dwells are still exponential, with standard deviation equal to the apparent mean. A ratio of 1 in the high level therefore does not show that all switches were resolved. If $d=\tau_L$ and both are much shorter than $\tau_H$, the apparent mean is too long by a factor of about $e$. With the round values used here, $d=\tau_L=5$ ms is not small enough compared with $\tau_H=20$ ms for this estimate to be accurate: the missed low times lengthen the merged dwells from 54 ms to about 58 ms. Moreover, a fraction $1-e^{-k_cd}=0.22$ of the high dwells is itself shorter than $d$; if these are missed too, the apparent mean is about 63 ms and the ratio falls to about 0.92.

### Two hidden stages in succession

Two current levels do not prove that there are two trap states. Suppose that a level is entered in one hidden stage, passes to a second, and is left from there, without steps backwards. The current is the same in both stages. Let their mean times be $a$ and $b$, each with its own constant exit rate. The total dwell is the sum of two independent exponential times, so means and variances add:

$$
\langle t\rangle=a+b,\qquad \sigma^2=a^2+b^2 .
$$

The difference from the single-state result is

$$
\sigma^2-\langle t\rangle^2=a^2+b^2-(a+b)^2=-2ab<0 .
$$

The standard deviation is smaller than the mean. A very short dwell now requires two quick steps, which makes it rare. With $a=5$ ms and $b=15$ ms, the mean is 20 ms, as for the high level above, but

$$
\sigma=\sqrt{5^2+15^2}\ \text{ms}=15.8\ \text{ms}.
$$

The ratio is 0.79. If one stage is much shorter than the other, the ratio returns to 1 and the hidden stage cannot be recognised from it. For $n$ successive stages of equal mean $a$, the mean is $na$ and the variance $na^2$, so the ratio is $1/\sqrt n$. Regular switching is approached only when many stages must be completed.

### Alternative hidden states

In another case a level is entered in one of two hidden states, and the trap stays in that state until the dwell ends. Let the mean times be $a$ and $b$, chosen with probabilities $w$ and $1-w$. The mean square of an exponential time is twice its squared mean, so

$$
\langle t\rangle=wa+(1-w)b,\qquad
\langle t^2\rangle=2wa^2+2(1-w)b^2 .
$$

Because $\sigma^2=\langle t^2\rangle-\langle t\rangle^2$,

$$
\begin{aligned}
\sigma^2-\langle t\rangle^2
&=2\left\{wa^2+(1-w)b^2-[wa+(1-w)b]^2\right\}\\
&=2w(1-w)(a^2+b^2-2ab)\\
&=2w(1-w)(a-b)^2 .
\end{aligned}
$$

In the second line, the coefficient of $a^2$ is $w-w^2$, that of $b^2$ is $(1-w)-(1-w)^2$, and both equal $w(1-w)$. The result is positive when both states occur and their mean times differ. The standard deviation then exceeds the mean.

For $a=10$ ms, $b=30$ ms and $w=0.5$, the mean is again 20 ms. The excess is $2(0.25)(20\ \text{ms})^2=200\ \text{ms}^2$, so

$$
\sigma=\sqrt{400+200}\ \text{ms}=24.5\ \text{ms},
$$

and the ratio is 1.22. A slow drift can have the same effect. If the rate is nearly constant within each dwell but differs between early and late parts of the record, the combined list is a mixture of exponential laws. Analysing the two parts separately can help to distinguish drift from hidden states.

### Why the ratio is not sufficient

An exponential distribution has equal mean and standard deviation, but the reverse inference is false. Suppose that a dwell lasts 10 ms with probability 0.8 and 60 ms with probability 0.2. Then

$$
\begin{aligned}
\langle t\rangle&=0.8(10)+0.2(60)=20\ \text{ms},\\
\langle t^2\rangle&=0.8(10)^2+0.2(60)^2=800\ \text{ms}^2,\\
\sigma&=\sqrt{800-20^2}\ \text{ms}=20\ \text{ms}.
\end{aligned}
$$

The ratio is 1, yet there are just two possible dwell times. The fraction longer than the mean is 0.20, whereas an exponential law requires 0.37.

The survival curve supplies the missing information. For each time $t$, count the fraction of dwells longer than $t$ and plot its logarithm. A single state with constant exit rate gives

$$
\ln S(t)=-kt,
$$

a straight line through zero with slope $-k$. At long times few dwells remain, so the last points scatter strongly and should carry little weight. Curvature beyond the sampling scatter means that at least one assumption has failed. A straight line supports a single constant exit rate over the measured range of times, but, as the merged dwells show, that rate can still differ from the rate of the trap.
